# Barrier mass and the ground level of a finite quantum well: a numerical check

```python
# Result under test: in a symmetric finite well with fixed offset V0, width L
# and well mass, the ground level E FALLS when the barrier mass m_b rises,
# because psi and psi'/m are continuous (BenDaniel-Duke conditions).
# Symbols: masses in units of the free mass m0, energies in eV from the well
# edge, lengths in nm; k = wave number in the well, kappa = decay constant in
# the barrier, ell = -psi/psi' just inside the wall, P_b = barrier probability.
# Independent road: diagonalization of -(hbar^2/2) d/dx (1/m) d/dx + V on a grid.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

C = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # hbar^2/2m0, eV nm^2
M_W, M_B, V0, L = 0.043, 0.075, 0.50, 8.0              # rough InGaAs/InAlAs
GAP_W, GAP_B = 0.74, 1.5                               # rough gaps, eV
E_HARD = C * np.pi**2 / (M_W * L**2)


def ground_level(m_b, v0=V0, width=L, rule="bdd", nonparabolic=False):
    """Even ground level from matching; rule 'slope' wrongly matches psi'."""
    def mismatch(energy):
        mw, mb = M_W, m_b
        if nonparabolic:
            mw = M_W * (1 + energy / GAP_W)
            mb = m_b * (1 - (v0 - energy) / GAP_B)
        k = np.sqrt(mw * energy / C)
        kappa = np.sqrt(mb * max(v0 - energy, 0.0) / C)
        ratio = mw / mb if rule == "bdd" else 1.0
        theta = k * width / 2
        return k * np.sin(theta) - ratio * kappa * np.cos(theta)
    top = min(v0, C * np.pi**2 / (M_W * width**2))
    return brentq(mismatch, 1e-12, top, xtol=1e-15, rtol=1e-13)


def state_data(m_b, v0=V0):
    """Level, decay length, ell, effective width, barrier probability."""
    energy = ground_level(m_b, v0)
    k = np.sqrt(M_W * energy / C)
    kappa = np.sqrt(m_b * (v0 - energy) / C)
    ell = m_b / (M_W * kappa)
    theta = k * L / 2
    outside = np.cos(theta)**2 / kappa
    p_b = outside / (L / 2 + np.sin(2 * theta) / (2 * k) + outside)
    return energy, 1 / kappa, ell, L + 2 * np.arctan(k * ell) / k, p_b


def grid_solve(m_b, v0=V0, k_par=0.0, extra=None, barrier=30.0, h=0.02):
    """Two lowest levels, ground vector, nodes and barrier weights."""
    n = int(round((L / 2 + barrier) / h))
    x = h * np.arange(-n, n + 1)
    half_points = h * (np.arange(-n - 1, n + 1) + 0.5)
    inv_mass = np.where(np.abs(half_points) < L / 2, 1 / M_W, 1 / m_b)
    weight = np.where(np.abs(x) > L / 2 + h / 4, 1.0, 0.0)
    weight[np.abs(np.abs(x) - L / 2) < h / 4] = 0.5
    potential = v0 * weight
    potential = potential + C * k_par**2 * ((1 - weight) / M_W + weight / m_b)
    if extra is not None:
        potential = potential + extra
    diagonal = C / h**2 * (inv_mass[:-1] + inv_mass[1:]) + potential
    off = -C / h**2 * inv_mass[1:-1]
    levels, vectors = eigh_tridiagonal(diagonal, off, select="i",
                                       select_range=(0, 1))
    return levels, vectors[:, 0], x, weight


def grid_probability(m_b):
    """Barrier probability of the grid ground state."""
    _, psi, _, weight = grid_solve(m_b)
    return np.sum(weight * psi**2) / np.sum(psi**2)


# Levels, probabilities and both lengths: matching formulas against the grid
masses = [0.02, M_W, M_B, 0.15, 0.30, 0.60, 1.20]
k_fermi = np.sqrt(2 * np.pi * 0.01)                    # 1e12 cm^-2, in 1/nm
grid_e1, grid_e2, grid_moving, grid_pb, grid_decay, grid_ell = ([] for _ in range(6))
largest_gap = 0.0
for m_b in masses:
    levels, psi, x, weight = grid_solve(m_b)
    energy, decay, ell, width_eff, p_b = state_data(m_b)
    h = x[1] - x[0]
    wall = int(np.argmin(np.abs(x - L / 2)))
    slope = (3 * psi[wall] - 4 * psi[wall - 1] + psi[wall - 2]) / (2 * h)
    ell_grid = -psi[wall] / slope
    steps = int(round(1.0 / h))
    decay_grid = steps * h / np.log(psi[wall] / psi[wall + steps])
    pb_grid = np.sum(weight * psi**2) / np.sum(psi**2)
    k_grid = np.sqrt(M_W * levels[0] / C)
    largest_gap = max(largest_gap, abs(levels[0] - energy))
    assert abs(levels[0] - energy) < 3e-5              # grid error of order h^2
    assert abs(pb_grid / p_b - 1) < 5e-3
    assert abs(ell_grid / ell - 1) < 5e-3
    assert abs(decay_grid / decay - 1) < 5e-3
    assert abs(np.pi / k_grid - L - 2 * np.arctan(k_grid * ell_grid) / k_grid) < 5e-3
    grid_e1.append(levels[0])
    grid_e2.append(levels[1])
    grid_moving.append(grid_solve(m_b, k_par=k_fermi)[0][0])
    grid_pb.append(pb_grid)
    grid_decay.append(decay_grid)
    grid_ell.append(ell_grid)
assert np.all(np.diff(grid_e1) < 0)                    # the level falls
assert np.all(np.diff(grid_e2) < 0)                    # so does the next one
assert np.all(np.diff(grid_moving) < 0)                # and with in-plane motion
assert np.all(np.diff(grid_decay) < 0) and np.all(np.diff(grid_ell) > 0)

# P_b rises and then falls; its maximum from the formula, checked on the grid
peak = int(np.argmax(grid_pb))
assert 0 < peak < len(masses) - 1
assert np.all(np.diff(grid_pb[:peak + 1]) > 0)
assert np.all(np.diff(grid_pb[peak:]) < 0)
best = minimize_scalar(lambda s: -state_data(np.exp(s))[4],
                       bounds=(np.log(0.02), np.log(3.0)), method="bounded")
m_best = np.exp(best.x)
assert grid_probability(m_best) > grid_probability(m_best / 1.5)
assert grid_probability(m_best) > grid_probability(m_best * 1.5)
# From equal to actual mass the tail shortens, but P_b hardly changes
change_decay = grid_decay[2] / grid_decay[1] - 1
change_pb = grid_pb[2] / grid_pb[1] - 1
assert abs(change_pb) < 0.1 * abs(change_decay)

# Derivatives of the grid level against the Hellmann-Feynman formulas
for m_b in (M_W, M_B, 0.30):
    energy, _, _, _, p_b = state_data(m_b)
    d = 0.02
    by_mass = (grid_solve(m_b * np.exp(d))[0][0]
               - grid_solve(m_b * np.exp(-d))[0][0]) / (2 * d)
    by_offset = (grid_solve(m_b, V0 + 0.005)[0][0]
                 - grid_solve(m_b, V0 - 0.005)[0][0]) / 0.01
    assert abs(by_mass / (-(V0 - energy) * p_b) - 1) < 5e-3
    assert abs(by_offset / p_b - 1) < 5e-3
    if m_b == M_B:
        mass_slope_grid, mass_slope_formula = by_mass, -(V0 - energy) * p_b

# Limits of very heavy and very light barriers
heavy = 1e4
heavy_law = np.sqrt(4 * C * V0 / heavy) / L
assert abs(ground_level(heavy) / heavy_law - 1) < 5e-3
assert state_data(heavy)[4] < 1e-3
assert abs(ground_level(1e-7) / E_HARD - 1) < 2e-3
assert state_data(1e-7)[4] < 1e-3
shallow = 0.10
assert shallow < E_HARD < V0
assert abs(ground_level(1e-7, shallow) / shallow - 1) < 1e-3
assert state_data(1e-7, shallow)[4] > 0.99

# The wrong rule: the level rises, and a step does not conserve flux
wrong = [ground_level(m_b, rule="slope") for m_b in masses]
assert np.all(np.diff(wrong) > 0)


def flux_out(rule):
    """Reflected plus transmitted flux per incident flux at a single step."""
    energy = V0 + 0.1
    k, q = np.sqrt(M_W * energy / C), np.sqrt(M_B * (energy - V0) / C)
    a, b = (M_W, M_B) if rule == "bdd" else (1.0, 1.0)
    r, t = np.linalg.solve([[1, -1], [k / a, q / b]], [-1, k / a])
    return r**2 + t**2 * (q / M_B) / (k / M_W)


assert abs(flux_out("bdd") - 1) < 1e-12
assert abs(flux_out("slope") - 1) > 0.05

# Offset that would cancel the change from equal masses to the actual mass
e_equal = ground_level(M_W)
v_cancel = e_equal + (V0 - e_equal) * M_B / M_W
assert abs(grid_solve(M_B, v_cancel)[0][0] - grid_solve(M_W)[0][0]) < 3e-5

# Sizes of neglected effects for the example
e_actual, decay, _, _, p_actual = state_data(M_B)
fall = e_equal - e_actual
e_np = ground_level(M_B, nonparabolic=True)
fall_np = ground_level(M_W, nonparabolic=True) - e_np
sheet, eps_r = 1e16, 13.9                              # m^-2, rough permittivity
field = const.e * sheet / (const.epsilon_0 * eps_r) * 1e-9      # V/nm
flat_levels, psi, x, _ = grid_solve(M_B, barrier=10.0)
h = x[1] - x[0]
density = psi**2 / np.sum(psi**2)
slope = field * (1 - np.cumsum(density) + density / 2)
bend = np.concatenate(([0.0], np.cumsum((slope[1:] + slope[:-1]) * h / 2)))
bend -= bend[len(x) // 2]                              # zero at the well centre
e_bent = grid_solve(M_B, extra=bend, barrier=10.0)[0][0]
fall_bent = grid_solve(M_W, extra=bend, barrier=10.0)[0][0] - e_bent
assert fall > 0 and fall_np > 0 and fall_bent > 0
monolayer = 0.29
shift_width = ground_level(M_B, width=L + monolayer) - e_actual
shift_offset = ground_level(M_B, V0 + 0.05) - e_actual
fermi = C * k_fermi**2 / M_W
levels = grid_solve(M_B)[0]
assert levels[1] < V0
shift_inplane = grid_solve(M_B, k_par=k_fermi)[0][0] - levels[0] - fermi
thermal = const.k * 300 / const.e

print(f"well mass {M_W} m0, barrier mass {M_B} m0")
print(f"offset {V0:.2f} eV, width {L:.1f} nm")
print(f"hbar^2/(2 m0) = {C:.6f} eV nm^2")
print(f"hard-wall level = {E_HARD*1e3:.2f} meV")
print("columns: m_b (m0), E (meV), 1/kappa (nm), ell (nm),")
print("         L_eff (nm), P_b (%), wrongly matched E (meV)")
for m_b, e_wrong in zip(masses, wrong):
    e, dl, el, we, pb = state_data(m_b)
    print(f"{m_b:.3f} {e*1e3:8.2f} {dl:7.3f} {el:7.3f} {we:7.3f}"
          f" {pb*100:6.2f} {e_wrong*1e3:8.2f}")
print(f"largest grid-formula level difference = {largest_gap*1e3:.4f} meV")
print(f"k at actual mass = {np.sqrt(M_W*e_actual/C):.4f} 1/nm")
print(f"kappa at actual mass = {1/decay:.4f} 1/nm")
print(f"fall, equal to actual mass = {fall*1e3:.2f} meV")
print(f"decay length, same change = {change_decay*100:.1f} %")
print(f"P_b, same change (relative) = {change_pb*100:.1f} %")
print(f"wrong-rule rise, same change = {(wrong[2]-wrong[1])*1e3:.2f} meV")
print(f"dE/dln m_b, grid = {mass_slope_grid*1e3:.3f} meV")
print(f"dE/dln m_b, formula = {mass_slope_formula*1e3:.3f} meV")
print(f"greatest P_b = {-best.fun*100:.2f} % at m_b = {m_best:.3f} m0")
print(f"offset cancelling the fall = {v_cancel:.3f} eV")
print(f"step flux out/in at E = V0 + 0.1 eV, correct = {flux_out('bdd'):.4f}")
print(f"step flux out/in, wrong rule = {flux_out('slope'):.4f}")
print(f"heavy limit m_b = {heavy:.0f} m0: E = {ground_level(heavy)*1e3:.4f} meV")
print(f"heavy-limit law = {heavy_law*1e3:.4f} meV")
print("neglected effects:")
print(f"rough gaps: well {GAP_W} eV, barrier {GAP_B} eV")
print(f"nonparabolic level = {e_np*1e3:.2f} meV")
print(f"nonparabolic shift = {(e_np-e_actual)*1e3:.2f} meV")
print(f"fall with nonparabolicity = {fall_np*1e3:.2f} meV")
print(f"sheet density = {sheet*1e-4:.1e} cm^-2, permittivity {eps_r}")
print(f"field at doped side = {field*10:.3f} MV/cm")
print(f"level with field, from centre edge = {e_bent*1e3:.2f} meV")
print(f"shift by field = {(e_bent-flat_levels[0])*1e3:.2f} meV")
print(f"fall with field = {fall_bent*1e3:.2f} meV")
print(f"shift, width +{monolayer} nm = {shift_width*1e3:.2f} meV")
print(f"shift, offset +0.05 eV = {shift_offset*1e3:.2f} meV")
print(f"in-plane correction at k_F = {shift_inplane*1e3:.2f} meV")
print(f"Fermi energy above E1 (T=0, parabolic) = {fermi*1e3:.1f} meV")
print(f"second level = {levels[1]*1e3:.1f} meV")
print(f"level spacing = {(levels[1]-levels[0])*1e3:.1f} meV")
print(f"thermal energy at 300 K = {thermal*1e3:.1f} meV")
print(f"tunnel factor exp(-2 kappa d), d = 10 nm: {np.exp(-20/decay):.1e}")
print("done: every assertion held")
```

Output:

```
well mass 0.043 m0, barrier mass 0.075 m0
offset 0.50 eV, width 8.0 nm
hbar^2/(2 m0) = 0.038100 eV nm^2
hard-wall level = 136.64 meV
columns: m_b (m0), E (meV), 1/kappa (nm), ell (nm),
         L_eff (nm), P_b (%), wrongly matched E (meV)
0.020    88.53   2.152   1.001   9.939   3.83    62.69
0.043    75.89   1.445   1.445  10.735   4.03    75.89
0.075    66.30   1.082   1.888  11.485   3.98    85.18
0.150    54.51   0.755   2.634  12.666   3.72    95.86
0.300    43.53   0.527   3.680  14.174   3.28   105.14
0.600    33.86   0.369   5.150  16.070   2.76   112.81
1.200    25.76   0.259   7.221  18.423   2.22   118.92
largest grid-formula level difference = 0.0157 meV
k at actual mass = 0.2735 1/nm
kappa at actual mass = 0.9240 1/nm
fall, equal to actual mass = 9.59 meV
decay length, same change = -25.1 %
P_b, same change (relative) = -1.1 %
wrong-rule rise, same change = 9.30 meV
dE/dln m_b, grid = -17.277 meV
dE/dln m_b, formula = -17.279 meV
greatest P_b = 4.03 % at m_b = 0.049 m0
offset cancelling the fall = 0.816 eV
step flux out/in at E = V0 + 0.1 eV, correct = 1.0000
step flux out/in, wrong rule = 0.6116
heavy limit m_b = 10000 m0: E = 0.3442 meV
heavy-limit law = 0.3451 meV
neglected effects:
rough gaps: well 0.74 eV, barrier 1.5 eV
nonparabolic level = 69.03 meV
nonparabolic shift = 2.74 meV
fall with nonparabolicity = 8.00 meV
sheet density = 1.0e+12 cm^-2, permittivity 13.9
field at doped side = 0.130 MV/cm
level with field, from centre edge = 60.97 meV
shift by field = -5.32 meV
fall with field = 9.84 meV
shift, width +0.29 nm = -3.24 meV
shift, offset +0.05 eV = 1.89 meV
in-plane correction at k_F = -0.97 meV
Fermi energy above E1 (T=0, parabolic) = 55.7 meV
second level = 265.4 meV
level spacing = 199.1 meV
thermal energy at 300 K = 25.9 meV
tunnel factor exp(-2 kappa d), d = 10 nm: 9.4e-09
done: every assertion held
```
